# Pairing Energy of Hydrogen on Silicon Dimers from Equilibrium Fractions

## Problem

The atoms of the Si(100)-2x1 surface are joined in dimers. Each of the two atoms of a dimer can bind one hydrogen atom, so a dimer is empty, singly hydrogenated or doubly hydrogenated. Hydrogen moves between dimers and has reached equilibrium at $T=600$ K, with the fractions

$$
f_0=0.80,\qquad f_1=0.04,\qquad f_2=0.16 .
$$

The pairing energy $\epsilon$ is the energy released when two singly hydrogenated dimers turn into one doubly hydrogenated and one empty dimer. A positive $\epsilon$ favours pairs. Different dimers do not interact.

1. Estimate $\epsilon$ by scaling, then find it from the statistics of the model.
2. Find how the desorption rate depends on coverage if H$_2$ leaves from doubly hydrogenated dimers.
3. Decide what kind of energy has been found, and how far counting errors and neglected effects move it.

Energies are in eV, and $kT=0.05170$ eV at 600 K.

## First estimate by scaling

The reaction that defines $\epsilon$ is

$$
\text{single}+\text{single}\;\rightleftharpoons\;\text{double}+\text{empty}.
$$

Its equilibrium ratio is $f_0f_2/f_1^2$. The right-hand side lies lower by $\epsilon$, so the ratio should scale as $e^{\epsilon/kT}$, with a prefactor that scaling does not supply. Setting the prefactor to one gives

$$
\epsilon_{\rm scal}=kT\ln\frac{f_0f_2}{f_1^2}
=kT\ln\frac{0.80\times0.16}{0.0016}
=kT\ln 80\approx0.227\ \text{eV}.
$$

The energy is thus several times $kT$. An error in the prefactor enters through its logarithm, but a logarithm of order one still costs an energy of order $kT$, which is not negligible here.

## Exact solution of the model

**Weights of the states.** Let $E_1$ be the energy of one isolated H on a dimer, measured from the empty dimer. Then a doubly hydrogenated dimer has energy $2E_1-\epsilon$: two singles cost $2E_1$, and pairing them releases $\epsilon$. The rest of the surface acts as a reservoir of hydrogen with chemical potential $\mu$. A state with $n$ hydrogen atoms and energy $E$ has weight $e^{(n\mu-E)/kT}$. With

$$
z=e^{(\mu-E_1)/kT},\qquad K=e^{\epsilon/kT},
$$

the four site occupations have these weights:

- both sites empty: $1$;
- H on the left: $z$;
- H on the right: $z$;
- H on both sites: $z^2K$.

Because the dimers do not interact, the weight of the whole surface is a product over dimers, and each dimer has these probabilities independently. Adding the two single placements,

$$
f_0=\frac1Z,\qquad f_1=\frac{2z}{Z},\qquad f_2=\frac{z^2K}{Z},\qquad Z=1+2z+z^2K .
$$

**Elimination of the reservoir.** In the equilibrium ratio both $Z$ and $z$ cancel:

$$
\frac{f_0f_2}{f_1^2}=\frac{z^2K/Z^2}{4z^2/Z^2}=\frac K4 .
$$

The 4 is the square of the two placements of a single H. Solving for the energy,

$$
\boxed{\;\epsilon=kT\ln\frac{4f_0f_2}{f_1^2}\;}
$$

For the given fractions $K=4\times80=320$ and $\ln K=5.768$, so

$$
\epsilon=0.05170\times5.768\approx0.298\ \text{eV}\approx28.8\ \text{kJ/mol}.
$$

**The forward problem.** The coverage, in H per site, is

$$
\theta=f_2+\frac{f_1}{2}=0.16+0.02=0.18 .
$$

Write $u=f_1/2$. Then $f_2=\theta-u$, and normalization gives $f_0=1-2u-(\theta-u)=1-\theta-u$. The equilibrium condition $f_0f_2=Kf_1^2/4=Ku^2$ becomes

$$
(1-\theta-u)(\theta-u)=Ku^2 .
$$

The left side expands to $\theta(1-\theta)-u+u^2$, because the terms linear in $u$ are $-(1-\theta)u-\theta u=-u$. Hence

$$
(K-1)u^2+u-\theta(1-\theta)=0 .
$$

For $K>1$ the positive root is

$$
u=\frac{\sqrt{1+4(K-1)\theta(1-\theta)}-1}{2(K-1)} .
$$

With $K=320$ and $u=0.02$ the first two terms of the quadratic are $319\times0.0004+0.02=0.1476$. This equals $0.18\times0.82$, so the inferred energy returns $f_1=0.04$.

Two limits show what the energy does.

- For $K=1$, the quadratic gives $u=\theta(1-\theta)$, hence $f_1=2\theta(1-\theta)$ and $f_2=\theta^2$. This is random filling. At $\theta=0.18$ the fractions would be 0.672, 0.295 and 0.032. The given surface has about five times as many doubly hydrogenated dimers.
- For $K\theta(1-\theta)\gg1$ and $K\gg1$, the quadratic term balances the constant, so $f_1\approx2\sqrt{\theta(1-\theta)}\,e^{-\epsilon/2kT}$. The exponent contains half of $\epsilon$ because breaking one pair produces two singles. This gives 0.043 here, close to 0.04.

A test that uses no chemical potential supports the result. The number of H atoms was fixed at 0.36 per dimer, and all site occupations were summed with the energy $-\epsilon$ for each pair. For 500 dimers this gave $f_1=0.040068$, and for 1000 dimers $0.040034$. The excess over 0.04 halves when the system doubles, as a finite-size error proportional to the inverse number of dimers should.

## Comparison of the two

The scaling estimate is 0.227 eV and the model gives 0.298 eV. The difference is

$$
kT\ln4\approx0.072\ \text{eV},
$$

about 24% of the model's value. Scaling found the Boltzmann factor but not the number of placements. Its relative error is $\ln4/\ln K$, which becomes small when $\epsilon\gg kT\ln4$.

The missing factor matters more when populations are predicted. With temperature and coverage held at 600 K and 0.18, an energy of 0.227 eV gives $f_1=0.075$, nearly twice the given value. The second limit above explains this: there $f_1$ varies as $K^{-1/2}$, and dividing $K$ by four nearly doubles $f_1$.

## Consequence for desorption

Suppose that H$_2$ leaves from doubly hydrogenated dimers with a rate constant independent of coverage, and that hydrogen rearranges much faster than it desorbs. The rate is then proportional to the equilibrium value of $f_2$. Its local order in coverage, at fixed temperature, is

$$
m=\frac{d\ln f_2}{d\ln\theta}
=\frac{\theta}{f_2}\left(1-\frac{du}{d\theta}\right),
$$

since $f_2=\theta-u$. Differentiating the quadratic with respect to $\theta$,

$$
\left[2(K-1)u+1\right]\frac{du}{d\theta}=1-2\theta ,
$$

so that

$$
m=\frac{\theta}{f_2}\left[1-\frac{1-2\theta}{1+2(K-1)u}\right].
$$

The denominator is $1+2\times319\times0.02=13.76$, and

$$
m=\frac{0.18}{0.16}\left(1-\frac{0.64}{13.76}\right)\approx1.07 .
$$

Two atoms combine, yet the rate is almost proportional to coverage. Most atoms already have their partner on the same dimer, and nearly all added hydrogen goes into pairs too, since $du/d\theta=0.64/13.76\approx0.05$ is small. Without pairing energy $f_2=\theta^2$ and the order is two. This result belongs to the assumed path. On real Si(100), H$_2$ can also form from atoms on two adjacent dimers, and the rate then need not follow $f_2$.

The near-first order fails at low coverage. If $K\theta\ll1$ and $\theta\ll1$, nearly all hydrogen is single, so $u\approx\theta$ and $f_0\approx1$. The equilibrium condition then gives $f_2\approx K\theta^2$, which is second order again. For $K=320$ the change takes place around $\theta\sim1/K\approx0.003$. Below it the entropy of spreading the atoms over many dimers outweighs the pairing energy. The local order also approaches two near full coverage, when the fraction of empty sites is well below $1/K$. The few empty sites then lie mostly on separate dimers, so each missing atom removes nearly one doubly hydrogenated dimer.

## What kind of energy this is

The model gave one state to each site occupation. A real dimer has internal states. Let $g_0$ and $g_2$ be the multiplicities of the empty and doubly hydrogenated dimers, and $g_1$ that of a single H in a given placement. Let $E$ be the bare pairing energy, without these multiplicities. The weights become

$$
g_0,\qquad 2g_1z,\qquad g_2z^2e^{E/kT},
$$

and the same elimination gives

$$
\frac{4f_0f_2}{f_1^2}=\frac{g_0g_2}{g_1^2}\,e^{E/kT}.
$$

The left side equals $e^{\epsilon/kT}$ by the boxed formula. Taking logarithms,

$$
E=\epsilon+kT\ln\frac{g_1^2}{g_0g_2}.
$$

So 0.298 eV is an effective energy of the lattice model. In a real system it is a free energy at 600 K, from which the entropy of the two placements has been removed but in which other internal entropy remains.

Spin is one such contribution. A neutral singly hydrogenated dimer has an unpaired electron on its bare atom, so $g_1=2$. On doped silicon this dangling bond can be charged and carry no spin, a case left out here. If the empty and doubly hydrogenated dimers are nondegenerate singlets, then

$$
E=\epsilon+kT\ln4\approx0.370\ \text{eV}.
$$

This $\ln4$ comes from two spins and is separate from the $\ln4$ of the placements.

The empty dimer also tilts, with either atom raised. If it flips freely between two equivalent tilts, $g_0=2$ and

$$
E=\epsilon+kT\ln2\approx0.334\ \text{eV}.
$$

The tilts of neighbouring dimers in a row are in fact correlated, so a free factor of two per dimer is an idealization. The coupling between tilts also contributes an energy, which is left out here. The two values therefore show the effect of the counting alone and are not bounds on the bare energy.

A second temperature can separate energy from entropy. If $E$ and the multiplicities do not depend on temperature,

$$
\ln\frac{4f_0f_2}{f_1^2}=\frac{E}{kT}-\ln\frac{g_1^2}{g_0g_2},
$$

and the slope against $1/kT$ is $E$. With spin and free tilt included, the effective $\epsilon=E-kT\ln2$ falls from 0.301 eV at 550 K to 0.295 eV at 650 K, while the slope gives 0.334 eV. The change in $\epsilon$ over 100 K is just 0.006 eV, so the fractions would have to be known very well: with 1000 dimers counted at each temperature the slope is uncertain by about 0.15 eV. The usable range is also narrow. With the rough rates given below, an atom leaves its pair in about $2\times10^4$ s at 550 K, and a pair desorbs in about $2\times10^4$ s at 650 K.

## Uncertainty of the fractions

Let $N$ independent dimers be counted, and write $L=\ln f_0+\ln f_2-2\ln f_1$. To leading order in the fluctuations,

$$
\delta L=\sum_i\frac{c_i}{f_i}\,\delta f_i,\qquad (c_0,c_1,c_2)=(1,-2,1).
$$

For such a count $\langle\delta f_i\delta f_j\rangle=(f_i\delta_{ij}-f_if_j)/N$, where $\delta_{ij}$ is one for $i=j$ and zero otherwise. Inserting this,

$$
\langle(\delta L)^2\rangle=\frac1N\left[\sum_i\frac{c_i^2}{f_i}-\Big(\sum_ic_i\Big)^2\right].
$$

The coefficients add to zero, so the last term vanishes. The standard error is

$$
\sigma_\epsilon=kT\sqrt{\frac1N\left(\frac1{f_0}+\frac4{f_1}+\frac1{f_2}\right)} .
$$

The bracket is $1.25+100+6.25=107.5$. The rare singles dominate: among 1000 dimers there are about 40. For $N=1000$ the error is 0.017 eV, and random samples of 1000 dimers gave the same value to that precision. To halve it one must count four times as many dimers.

Rounding has a similar effect. With $f_0$ and $f_2$ held fixed, $f_1=0.045$ gives 0.286 eV and $f_1=0.035$ gives 0.312 eV. The data therefore support "near 0.30 eV", and the third decimal carries no physical information.

The temperature enters as a factor. If the surface is cooled before counting, the fractions belong to the temperature at which the hydrogen stopped rearranging. For fixed fractions an error of 20 K changes $\epsilon$ by $(20/600)\times0.298\approx0.010$ eV.

## Attraction between neighbouring dimers

Now let adjacent doubly hydrogenated dimers in a long row attract each other with energy $w>0$, with no other interaction. The boxed formula then gives an apparent energy $\epsilon$; call the true one $\epsilon_t$.

Denote a doubly hydrogenated dimer by D and any other by N. Let $x=f_2$, $B=e^{w/kT}$, and let $n$ be the probability that a dimer is D and its right neighbour N. Since a dimer is D with probability $x$,

$$
P({\rm DD})=x-n,\qquad P({\rm ND})=n,\qquad P({\rm NN})=1-x-n .
$$

With nearest-neighbour interactions, fixing the class of the middle dimer makes its two sides independent, so $P(abc)=P(ab)P(bc)/P(b)$.

Changing a middle N to D between two N neighbours multiplies the weight by

$$
\lambda=\frac{z^2e^{\epsilon_t/kT}}{1+2z},
$$

because N collects the empty and single states. Hence

$$
\lambda=\frac{P({\rm NDN})}{P({\rm NNN})}
=\frac{n^2/x}{(1-x-n)^2/(1-x)}
=\frac{n^2(1-x)}{x(1-x-n)^2}.
$$

If the left neighbour is D, the same change also gains $B$:

$$
\lambda B=\frac{P({\rm DDN})}{P({\rm DNN})}
=\frac{(x-n)n/x}{n(1-x-n)/(1-x)}
=\frac{(x-n)(1-x)}{x(1-x-n)} .
$$

Dividing the second relation by the first,

$$
(x-n)(1-x-n)=Bn^2 .
$$

It remains to find $\epsilon_t$. Replacing an empty dimer by a single one does not alter the neighbour energy, so $f_1/f_0=2z$ still holds, and $1-x=f_0+f_1=f_0(1+2z)$. The definition of $\lambda$ gives

$$
e^{\epsilon_t/kT}=\frac{\lambda(1+2z)}{z^2}
=\frac{4f_0\lambda(1-x)}{f_1^2}.
$$

The apparent energy obeys $e^{\epsilon/kT}=4f_0x/f_1^2$. The ratio of the two, with $\lambda$ inserted, is

$$
e^{(\epsilon_t-\epsilon)/kT}=\frac{\lambda(1-x)}x
=\left[\frac{n(1-x)}{x(1-x-n)}\right]^2,
$$

or

$$
\epsilon_t=\epsilon-2kT\ln\frac{x(1-x-n)}{(1-x)n}.
$$

For $w=0$ the pair equation gives $n=x(1-x)$, the logarithm vanishes, and $\epsilon_t=\epsilon$.

Take $w=0.04$ eV as a rough allowance. Then $B=2.168$ and $n=0.1181$. The argument of the logarithm is

$$
\frac{0.16\times0.7219}{0.84\times0.1181}\approx1.164 ,
$$

and $\epsilon_t\approx0.283$ eV, lower by 0.016 eV. With this lower energy and no attraction, the forward formula gives $f_2\approx0.157$ at the same coverage. The attraction thus accounts for only a small part of the excess of doubly hydrogenated dimers. Summing all $3^{10}$ configurations of a ring of ten dimers with this $w$ and $\epsilon_t$ returned the fractions 0.80, 0.04 and 0.16, as required.

## The real surface

The inputs are round numbers for hydrogen on Si(100), where pairing energies of a few tenths of an eV are the expected scale. For equilibrium at 600 K, hydrogen must rearrange before it desorbs. The mean time of an activated step with prefactor $\nu$ and barrier $E_a$ is $t=\nu^{-1}e^{E_a/kT}$. Rough values give the following times.

- An unpaired H hops in about 2 s, for $\nu=10^{14}$ s$^{-1}$ and $E_a=1.7$ eV.
- A given atom leaves its pair in about 600 s, if its barrier is higher by the full $\epsilon$. Either atom can leave, so the pair lasts about half as long.
- A pair desorbs in about $10^6$ s, or 12 days, for $\nu=10^{15}$ s$^{-1}$ and $E_a=2.5$ eV.

An anneal of several hours thus allows many pair-breaking events with little loss of hydrogen. These times are rough: a barrier error of 0.1 eV changes them by a factor of about seven. The margin is therefore thin. A desorption barrier lower by 0.1 eV raises the loss from pairs in five hours from about 2% to about 12%, and a hopping barrier higher by 0.1 eV makes the required anneal seven times longer. During growth from a hydrogen-bearing gas, adsorption and desorption can hold the fractions away from equilibrium, and the boxed formula then does not yield a pairing energy.

Vibrations also enter the free energy. Summing the levels of an oscillator with quantum $q$ as a geometric series gives

$$
F=-kT\ln\sum_{j=0}^{\infty}e^{-(j+1/2)q/kT}
=\frac q2+kT\ln\left(1-e^{-q/kT}\right).
$$

The two H atoms have four Si–H bending modes, near 620 cm$^{-1}$, or $q=0.077$ eV. If pairing shifted all four by 5%, an assumed allowance, the free energy of the paired side would change by 0.012 eV with the sign of the shift, and $\epsilon$ by the same amount with the opposite sign: stiffer modes in the pair lower $\epsilon$.

Of the effects sized here at $\theta=0.18$, the internal multiplicities are the largest: in the two idealized countings they separate the bare energy from the effective one by 0.04 and 0.07 eV. They do not alter the effective value, which for independent dimers describes populations at 600 K at any coverage. At $\theta=0.18$ the assumed neighbour attraction and a count of 1000 dimers each matter at the level of 0.02 eV. With interactions between dimers the effective value depends on coverage: for $w=0.04$ eV and $\epsilon_t=0.283$ eV the boxed formula gives 0.284 eV at $\theta=0.02$, 0.321 eV at $\theta=0.5$ and 0.351 eV at $\theta=0.9$. Coupling between tilts also makes it depend on coverage. The numerical output lists the values behind these estimates.

## Values computed for the example and the checks

```
temperature: 600 K; kT: 0.05170 eV
input f0, f1, f2: 0.80, 0.04, 0.16
coverage theta: 0.18 H per site
fugacity z = f1/(2 f0): 0.0250
f0 f2/f1^2: 80.0; K = 4 f0 f2/f1^2: 320.0
ln K: 5.7683
pairing energy eps: 0.2982 eV = 28.78 kJ/mol
fixed-number fractions, 500 dimers: [0.799966 0.040068 0.159966]
fixed-number fractions, 1000 dimers: [0.799983 0.040034 0.159983]
eps from the 1000-dimer fractions: 0.2982 eV
energy if the factor 4 is omitted: 0.2266 eV
f1 which that energy would give: 0.0747
random-filling f0, f1, f2: [0.6724 0.2952 0.0324]
local desorption order, paired: 1.073
local desorption order, random: 2.000
bare energy, spin counted: 0.3699 eV
bare energy, spin and free tilt counted: 0.3341 eV
effective eps at 550 K, 650 K (spin and tilt): 0.3012, 0.2953 eV
energy from slope between them: 0.3341 eV
eps for f1 = 0.045 and 0.035: 0.2861, 0.3121 eV
counting error, 1000 dimers, formula: 0.0170 eV
counting error, 1000 dimers, sampled: 0.0173 eV
shift if freezing temperature is 20 K higher: 0.0099 eV
rough neighbour attraction w: 0.04 eV; exp(w/kT): 2.1676
ordered pair probability n: 0.11811
pairing energy with this attraction: 0.2825 eV
change due to attraction: -0.0157 eV
fractions from ring of ten dimers: [0.8  0.04 0.16]
rough bending mode: 620 cm^-1; quantum: 0.0769 eV
free-energy allowance, 4 modes shifted 5%: 0.0120 eV
rough hop: prefactor 1e+14 1/s, barrier 1.7 eV
rough desorption: prefactor 1e+15 1/s, barrier 2.5 eV
time per hop of an unpaired H: 1.9 s
time to break a pair (barrier raised by eps): 609 s
desorption time of a pair: 1.0e+06 s = 12 days
```
